# Why jellium aluminium has negative surface energy, and how stabilization cures it

**Question.** Creating a surface should cost energy, or a metal would fall apart by itself. Yet electrons on a uniform positive background of aluminium's density have a negative surface energy. What produces the wrong sign, and why does one constant potential inside the metal put it right?

**Answer.** The cause lies in the bulk. At aluminium's density the electrons of jellium are compressed: they would lower their energy by expanding, and only the assumed rigidity of the background prevents it. A surface gives them a place to expand. In a real metal the ions balance this pressure, and stabilized jellium restores their average effect.

**The pressure of the bulk**

Let $\bar n$ be the background density and $n$ the electron density. Derivations use Hartree atomic units ($\hbar=m=e=1$; one hartree is 27.21 eV). In uniform neutral jellium the mean electrostatic energy cancels, and the energy per electron is

$$e(n)=\tfrac{3}{10}(3\pi^2n)^{2/3}-\tfrac34\left(\tfrac{3n}{\pi}\right)^{1/3}+e_c(n),$$

the kinetic, exchange and correlation parts. For $N$ electrons in volume $V$, $E=Ne(N/V)$ and $dn/dV=-n/V$, so

$$P=-\frac{dE}{dV}=N\,\frac{de}{dn}\,\frac nV=n^2\frac{de}{dn}.$$

Model aluminium with three valence electrons per atom and a lattice constant set to 0.405 nm. Its face-centred cubic cell holds four atoms, so $\bar n=12/a^3=1.806\times10^{23}$ cm$^{-3}$. The radius of the sphere holding one electron, defined by $4\pi r_s^3\bar n/3=1$, is $r_s=2.074$ bohr.

The pressure per electron density, $P/\bar n=\bar n e'(\bar n)$, contains two thirds of the kinetic energy, because that energy varies as $n^{2/3}$, and one third of the exchange energy, which varies as $n^{1/3}$. These are $+4.66$ eV and $-2.00$ eV. Correlation supplies the remaining $-0.18$ eV, giving

$$P/\bar n=2.475\ \text{eV},\qquad P=71.6\ \text{GPa}.$$

The energy per electron is $-0.219$ eV here, but $-2.109$ eV at its minimum, $r_s=4.185$ bohr. Jellium with a background free to expand would go there.

**How the pressure enters the surface energy**

Let the background fill $x<0$ and end sharply at $x=0$. The surface energy $\sigma_J$ is the energy per area of one surface, less that of the same number of electrons in the bulk. In Kohn–Sham theory with the local density approximation (LDA), the energy consists of the orbital kinetic energy $T_s$, the local exchange-correlation energy and the electrostatic energy. Add and subtract the Thomas–Fermi kinetic energy $T_{TF}$, which assigns to each point the kinetic energy of a uniform gas. The local terms then combine into $e(n(x))$:

$$\sigma_J=\underbrace{\int n(x)\,[e(n(x))-e(\bar n)]\,dx}_{\sigma_{loc}}+\sigma_{es}+\sigma_T,$$

where $\sigma_T$ is $T_s-T_{TF}$ per area.

The electrostatic part cannot be negative. Let $v(x)$ be the electrostatic potential energy of an electron and $n_+(x)$ the background density. Poisson's equation reads $v''=4\pi(n_+-n)$, so

$$\sigma_{es}=\frac12\int v\,(n-n_+)\,dx=-\frac1{8\pi}\int v\,v''dx=\frac1{8\pi}\int (v')^2dx\ge0.$$

The last step is an integration by parts; its boundary terms vanish because the field is zero deep inside and far outside.

The local part has no fixed sign. If $\bar n$ is the equilibrium density, $e(n(x))\ge e(\bar n)$ at every point and $\sigma_{loc}\ge0$. If $\bar n$ is compressed, electrons diluted towards the equilibrium density have a lower energy than those in the bulk, and $\sigma_{loc}$ can be negative.

The Kohn–Sham equations were solved self-consistently for jellium films, with results averaged over four thicknesses spread through one period $\pi/k_F$ of the Friedel oscillations, $k_F$ being the Fermi wave number. For aluminium,

$$\sigma_J=-2.210+1.063+0.553\approx-0.595\ \text{J/m}^2,$$

in the order local, electrostatic, nonlocal kinetic; the last digit reflects rounding. Both other contributions are positive. The negative sign comes from the local energy gained by dilution.

At jellium's own equilibrium density the same calculation gives $\sigma_{loc}=0.049$ and $\sigma_J=0.149$ J/m$^2$, both positive.

The pressure also appears in the surface potential. Consider all electrons to the right of a plane $x_0$ deep in the bulk. Those on the left push them outward with force $P$ per area, and the mean field pulls them back. In equilibrium, with Poisson's equation used for $n$,

$$P=\int_{x_0}^{\infty}n\,v'\,dx=\int_{x_0}^{\infty}n_+v'\,dx-\frac1{4\pi}\int_{x_0}^{\infty}v''v'\,dx .$$

The last integral is the change of $(v')^2/2$ between two field-free places, hence zero. Since $n_+=\bar n$ up to the edge,

$$v(0)-v(\text{bulk})=P/\bar n .$$

The computed rise is 2.476 eV, against 2.475 eV from the bulk pressure. The bulk pressure thus fixes the rise up to the edge. This is only part of the surface barrier: the potential continues to rise outside, and electrons spill out even when $P=0$.

**What the ions add**

Replace the background by ions of valence $z$. Each acts on an electron through $-z/r$ outside a core radius $r_c$ and through zero inside it. Approximate the cell of one ion by a sphere of radius $r_0$ with $4\pi r_0^3\bar n/3=z$. With uniform electrons the cell is neutral and spherical, so it exerts no field on other cells.

Within the cell, the attraction to a point ion is $-z\bar n\int_0^{r_0}4\pi r\,dr=-3z^2/(2r_0)$, and the electrons' mutual repulsion is $3z^2/(5r_0)$. The sum divided by $z$ is the energy per electron

$$e_M=-\frac{9z}{10r_0}.$$

Removing the attraction inside the core adds $z\bar n\int_0^{r_c}4\pi r\,dr=2\pi z\bar n r_c^2$ per cell, or $w=2\pi\bar n r_c^2$ per electron.

Now compare the potentials. The jellium background of the cell gives $v_+(r)=-(z/2r_0)(3-r^2/r_0^2)$. Since the average of $r^2$ over the sphere is $3r_0^2/5$, the average of $v_+$ is $-6z/(5r_0)$. The average of $-z/r$ is $-3z/(2r_0)$, and the empty core adds $3zr_c^2/(2r_0^3)=2\pi\bar nr_c^2$. The average of ion minus background is therefore

$$\langle\delta v\rangle=2\pi\bar nr_c^2-\frac{3z}{2r_0}+\frac{6z}{5r_0}=2\pi\bar nr_c^2-\frac{3z}{10r_0}.$$

This is also a derivative of the energy. At fixed $z$ and $r_c$, $w\propto n$ and $e_M\propto1/r_0\propto n^{1/3}$, so

$$n\frac{d(e_M+w)}{dn}=\frac{e_M}{3}+w=-\frac{3z}{10r_0}+2\pi nr_c^2 .$$

The metal is in equilibrium when $d(e+e_M+w)/dn=0$ at $\bar n$. Hence

$$\langle\delta v\rangle=-\bar n\,e'(\bar n)=-\frac{P}{\bar n}.$$

The electrons keep their pressure $P$; the ions supply an opposite one. What was spurious in jellium is the missing balance.

For aluminium the condition fixes $r_c=1.117$ bohr. With $r_0=3^{1/3}r_s=2.99$ bohr, the two terms of $\langle\delta v\rangle$ are $5.71$ and $-8.19$ eV. Their sum, $-2.48$ eV, agrees with $-P/\bar n$.

**From the potential to the surface energy**

Let $\delta v(\mathbf r)$ be the ion potential minus that of the background. Replacing background by ions changes the energy by $\int\delta v\,n$ plus a term independent of $n$. Write $n=n_++(n-n_+)$. The part with $n_+$, together with the constant term, is the energy of ions among uniform electrons, which is $e_M+w$ per electron in the spherical-cell approximation. It is a bulk energy and cancels from the surface energy. What remains is $\int\delta v\,(n-n_+)$.

Stabilized jellium replaces $\delta v$ by its cell average inside the background and by zero outside. For any neutral profile,

$$\sigma_{SJ}[n]=\sigma_J[n]+\langle\delta v\rangle\int_{-\infty}^0(n-\bar n)\,dx .$$

Define the spill-out length by $\bar n\,\ell=\int_0^\infty n\,dx$. Neutrality requires the electrons found outside to be missing inside, so the integral above is $-\bar n\ell$. The two minus signs combine:

$$\sigma_{SJ}[n]=\sigma_J[n]+P\,\ell[n].$$

The added energy is the work of spilling out against the ionic attraction that balances $P$.

The ground-state profiles of the two models differ, but each is an allowed trial profile for the other. Inserting the jellium profile into $\sigma_{SJ}[n]$ gives $\sigma_{SJ}\le\sigma_J+P\ell_J$. Inserting the stabilized profile into $\sigma_J[n]$ gives $\sigma_J\le\sigma_{SJ}-P\ell_{SJ}$. Together,

$$P\ell_{SJ}\le\sigma_{SJ}-\sigma_J\le P\ell_J .$$

An equality follows by turning on the step gradually, as $\lambda\langle\delta v\rangle$. The energy is stationary with respect to the profile, so the change of profile does not contribute to first order and $d\sigma/d\lambda=P\ell_\lambda$. Thus

$$\sigma_{SJ}-\sigma_J=P\int_0^1\ell_\lambda\,d\lambda .$$

**The number for aluminium**

The computed spill-out lengths are 0.0232 nm without the step, 0.0211 nm at half strength and 0.0192 nm at full strength. Simpson's rule gives their average over $\lambda$:

$$\frac{0.0232+4(0.0211)+0.0192}{6}=0.0211\ \text{nm}.$$

One GPa times one nm is one J/m$^2$, so the rise is $71.6\times0.0211\approx1.51$ J/m$^2$. The two separately computed surface energies differ by 1.515 J/m$^2$:

$$\sigma_{SJ}=-0.595+1.515=0.920\ \text{J/m}^2 .$$

The bounds are 1.378 and 1.660 J/m$^2$. The rise lies below the upper one because the electrons retreat when the step is applied. A length of about a fifth of an ångström is enough to reverse the sign, because the pressure is so large.

The step also changes the force balance. It pulls electrons inward at the edge with force $(P/\bar n)\,n(0)$ per area, leaving less for the electrostatic field:

$$v(0)-v(\text{bulk})=\frac P{\bar n}\left(1-\frac{n(0)}{\bar n}\right).$$

The computed edge density is $0.430\,\bar n$, so the rise should be $2.475\times0.570=1.41$ eV; the computed potential gives 1.410 eV.

The work function increases only from 3.77 to 4.25 eV (the latter uncertain by about 0.01 eV), although the interior potential is lowered by 2.475 eV. The difference, about 2.0 eV, is the reduction of the electrostatic barrier between bulk and vacuum as the electrons retreat.

**Other densities**

The flat stabilized surface depends on the ions only through $P/\bar n$, so the comparison can be repeated at any density without choosing $z$ and $r_c$ separately.

| $r_s$ (bohr) | $P$ (GPa) | $\sigma_J$ (J/m$^2$) | $\sigma_{SJ}$ (J/m$^2$) |
|---|---|---|---|
| 2.07 | 71.6 | −0.595 | 0.920 |
| 2.30 | 38.3 | −0.104 | 0.744 |
| 2.50 | 22.6 | 0.093 | 0.613 |
| 3.00 | 6.5 | 0.224 | 0.385 |
| 4.00 | 0.24 | 0.164 | 0.170 |
| 5.00 | −0.36 | 0.098 | 0.087 |

Interpolation puts the sign change of $\sigma_J$ near $r_s=2.4$ bohr, where the pressure is still about 30 GPa. Positive pressure alone therefore does not make the surface energy negative: the gain from dilution must also exceed the other costs. Between this density and $r_s=4.185$ bohr, jellium is compressed but has a positive surface energy.

At $r_s=4.185$ bohr, $P=0$, the step vanishes and the models coincide. At still lower density jellium is under tension, the step is repulsive, and stabilization lowers the surface energy, as the last row shows. The stabilized values are positive at all six densities. This is a computed result; the bounds above do not prove it in general, since they limit the difference between the models and not the sign of either energy.

**Atomic planes and a real gate metal**

A flat edge knows nothing of crystal faces. For planes of spacing $d$, average the ion charge over each plane. An electron at distance $x$ from the plane, with $0<x<d/2$, then has the potential energy, relative to the background's,

$$-4\pi\bar n\int_x^{d/2}\left(\frac d2-u\right)du=-2\pi\bar n\left(\frac d2-x\right)^2 .$$

The empty cores add $2\pi\bar nd\,(r_c-x)$ for $x<r_c$. The layer averages of the two terms are $-\pi\bar nd^2/6$ and $2\pi\bar nr_c^2$. Replacing the plane-averaged potential by this mean is a second approximation; it gives a step $2\pi\bar nr_c^2-\pi\bar nd^2/6$, which in general is not $-P/\bar n$.

The ions of different layers now also interact. The plane-averaged ion charge of a layer, together with the layer's uniform electrons, is neutral and gives no field outside the layer, so only the lateral variation of the ion charge counts. For a planar lattice of unit charges with cell area $A$, this variation gives, at height $D$ and lateral shift $\mathbf s$, the potential

$$\phi(D,\mathbf s)=\sum_{\mathbf G\ne0}\frac{2\pi}{AG}e^{-GD}\cos(\mathbf G\cdot\mathbf s),$$

where $\mathbf G$ are the planar reciprocal vectors. Each term solves Laplace's equation off the plane, and its coefficient follows from the field jump $4\pi/A$. A cut separates $m$ pairs of layers that are $m$ spacings apart, and its cost is shared by two surfaces:

$$\sigma_{ion}=-\frac12\sum_{m\ge1}m\,\frac{z^2}{A}\,\phi(md,m\mathbf s).$$

For Al(111) the step is $-1.73$ eV; the electrons contribute 0.496 and the ions 0.406, in total 0.90 J/m$^2$. For Al(100) the step is $+0.13$ eV; the electrons contribute $-0.681$ and the ions 1.792, in total 1.11 J/m$^2$. These numbers use the flat step. The variation of the plane-averaged potential within each layer is not a small correction: kept self-consistently, it changes the electronic parts to about 0.36 and $-0.10$ and the totals to about 0.77 and 1.7 J/m$^2$. Either way, on the (100) face the electronic part alone is still negative, and the ions' cleavage energy makes the total positive. The constant $-P/\bar n=-2.475$ eV comes from a spherical cell, which has no faces; it lies below both of these steps and is not their average. How the cost divides between electrons and ions depends on the face.

Measured values for aluminium are roughly 1.1 J/m$^2$ for the surface energy and 4.2 eV for the work function, so the flat stabilized model has the right size for both. Its bulk modulus, $\bar n^3d^2(e+e_M+w)/dn^2=157$ GPa, is about twice the real value of roughly 75 GPa: the model is fitted to the density, not to the stiffness. Replacing LDA by the PBE functional on the unchanged stabilized density shifts the surface energy by $-0.105$ J/m$^2$. Temperature matters little to the electrons, since $kT$ at 300 K is 0.2 % of the Fermi energy.

In a gate stack the metal faces a dielectric, not vacuum, and may consist of grains. A work-function difference between two grains, if it survived unchanged at the dielectric, would shift the flat-band voltage by the same amount. This model does not fix that difference. With flat steps the work functions are about 4.1 eV for (111) and 3.75 eV for (100), but keeping the variation of the plane-averaged potential within each layer gives about 4.1 and 4.2 eV, a spread under 0.1 eV. Neither the size nor the order should be taken as a prediction for real aluminium, and bonding and charge at the interface change the difference by an amount this model does not give.
